\section*{Which plane holds a 90 degree wall between orthorhombic ferroelectric domains?}

\section{Question}

I know the rule that 90$^\circ$ ferroelectric walls lie on $\{110\}$ planes, and for tetragonal domains polarized along $[100]$ and $[010]$ I can see why $(110)$ works. My crystal is orthorhombic. In pseudocubic axes one domain is polarized along $[110]$ and its neighbour along $[1\,\bar1\,0]$. These directions are also at 90$^\circ$, so I tried the planes of the $\{110\}$ family one by one. On $(110)$ the polarization of the first domain runs straight into the wall while that of the second lies in it, so the wall is charged. On $(101)$ the charge cancels, but I cannot make the lattices fit.

Is there a plane on which this pair is both uncharged and free of stress? If so, why does the $\{110\}$ rule miss it, and how much would it cost the wall to sit elsewhere?

\section{Answer}

There is one such plane, $(100)$. The $\{110\}$ rule is a statement about tetragonal domains. What carries over to your crystal is the geometry behind it, not the Miller indices.

I use pseudocubic unit vectors $\mathbf e_1,\mathbf e_2,\mathbf e_3$ and call the domains A and B:
\begin{equation}
\mathbf P_A=\frac{P_0}{\sqrt2}(1,1,0),\qquad \mathbf P_B=\frac{P_0}{\sqrt2}(1,-1,0).
\end{equation}
The wall is flat, with unit normal $\mathbf n$ pointing from A to B. The domains are homogeneous and free to deform. ``Stress-free'' refers to the domains outside the wall core, and ``neutral'' means no net bound charge per unit area of wall. The core is treated separately below.

\subsection{Strain: two candidate planes}

Electrostriction in a cubic parent gives $e_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)$, with cyclic partners, and $e_{12}=\tfrac12Q_{44}P_1P_2$. Both domains therefore have
\begin{equation}
e_{11}=e_{22}=\tfrac12(Q_{11}+Q_{12})P_0^2,\qquad e_{33}=Q_{12}P_0^2,
\end{equation}
while $e_{12}=+\tfrac14Q_{44}P_0^2$ in A and $-\tfrac14Q_{44}P_0^2$ in B. Let the angle between the $[100]$ and $[010]$ edges in A be $90^\circ-\delta$. For small strain this closing of the angle is $2e_{12}$, so $e_{12}=\pm\delta/2$. The diagonal parts cancel in the difference:
\begin{equation}
\Delta e=e_A-e_B=\delta\,(\mathbf e_1\otimes\mathbf e_2+\mathbf e_2\otimes\mathbf e_1).
\label{de}
\end{equation}

The displacement must be continuous across the wall. The displacement gradients on the two sides then act alike on every vector in the wall plane, so their difference has the form $\mathbf a\otimes\mathbf n$. If neither domain is elastically strained, the symmetric part of this jump must equal the difference of spontaneous strains:
\begin{equation}
\Delta e=\tfrac12(\mathbf a\otimes\mathbf n+\mathbf n\otimes\mathbf a).
\label{compat}
\end{equation}
Take any $\mathbf t$ in the plane. Since $\mathbf t\cdot\mathbf n=0$, Eqs.~(\ref{de}) and (\ref{compat}) require
\begin{equation}
\mathbf t\cdot\Delta e\cdot\mathbf t=2\delta\,t_1t_2=0 .
\end{equation}
Every in-plane vector must thus have $t_1=0$ or $t_2=0$. Suppose the plane held one vector $\mathbf t$ with $t_1\neq0$, $t_2=0$ and another, $\mathbf t'$, with $t_1'=0$, $t_2'\neq0$. Their sum would also lie in the plane and would violate the condition. Hence either all in-plane vectors have $t_1=0$, which means $\mathbf n=\mathbf e_1$, or all have $t_2=0$, which means $\mathbf n=\mathbf e_2$. Both work: $\mathbf a=2\delta\,\mathbf e_2$ satisfies Eq.~(\ref{compat}) for $\mathbf n=\mathbf e_1$, and $\mathbf a=2\delta\,\mathbf e_1$ does so for $\mathbf n=\mathbf e_2$.

\subsection{Charge: one of the two survives}

The bound charge density is $-\nabla\cdot\mathbf P$. Integrated through the wall from A to B it gives
\begin{equation}
\sigma_b=(\mathbf P_A-\mathbf P_B)\cdot\mathbf n=\sqrt2\,P_0\,n_2 .
\label{charge}
\end{equation}
On $(100)$ this vanishes: both domains have the normal component $P_0/\sqrt2$, and the arrangement is head-to-tail. On $(010)$ the two polarizations point at each other and $\sigma_b=\sqrt2P_0$, the largest value that any plane can give for this pair.

The six $\{110\}$ planes all fail the strain condition. In addition $(110)$, $(1\bar10)$, $(011)$ and $(01\bar1)$ are charged, with $|\sigma_b|=P_0$. The planes $(101)$ and $(10\bar1)$ are neutral but do not fit, which is what you found.

The sense of the polarization matters. If B is reversed to $[\bar1\,1\,0]$, its strain is unchanged, because strain is quadratic in $\mathbf P$, and the same two planes fit. But now $\mathbf P_A-\mathbf P_B=\sqrt2P_0\,\mathbf e_1$, so $(010)$ is the neutral wall and $(100)$ the charged one.

\subsection{Why the tetragonal rule has other indices}

Let $\mathbf p_A$ and $\mathbf p_B$ be the unit vectors along the two polarizations. For your pair, multiplying out the components shows that
\begin{equation}
\mathbf e_1\otimes\mathbf e_2+\mathbf e_2\otimes\mathbf e_1=\mathbf p_A\otimes\mathbf p_A-\mathbf p_B\otimes\mathbf p_B .
\end{equation}
The tetragonal pair along $[100]$ and $[010]$ has $\Delta e=(Q_{11}-Q_{12})P_0^2\,(\mathbf e_1\otimes\mathbf e_1-\mathbf e_2\otimes\mathbf e_2)$, which is the same form. In both cases, then, $\Delta e=\eta(\mathbf p_A\otimes\mathbf p_A-\mathbf p_B\otimes\mathbf p_B)$, with $\eta=\delta$ or $\eta=(Q_{11}-Q_{12})P_0^2$.

Now put $\mathbf s=\mathbf p_A+\mathbf p_B$ and $\mathbf d=\mathbf p_A-\mathbf p_B$. In $\mathbf s\otimes\mathbf d+\mathbf d\otimes\mathbf s$ the mixed terms cancel, which leaves
\begin{equation}
\Delta e=\frac{\eta}{2}(\mathbf s\otimes\mathbf d+\mathbf d\otimes\mathbf s).
\end{equation}
This has the form of Eq.~(\ref{compat}), so the fitting planes have normals along $\mathbf s$ and $\mathbf d$. The charge is proportional to $\mathbf d\cdot\mathbf n$. Because $\mathbf d\cdot\mathbf s=|\mathbf p_A|^2-|\mathbf p_B|^2=0$, the plane normal to $\mathbf s$ is the neutral one.

For these two kinds of 90$^\circ$ pair the rule is therefore: the good wall is normal to the sum of the polarizations. The tetragonal sum is $[100]+[010]=[110]$. Yours is $[110]+[1\bar10]=[200]$, which is normal to $(100)$. The orthorhombic pair is the tetragonal picture turned by 45$^\circ$ about $[001]$.

\subsection{Finite strain does not spoil the wall}

The fit also holds beyond small strains. Both cells have the same $[010]$ edge, the same $[001]$ edge and a right angle between them, so their $(100)$ faces are congruent. Place the common $[010]$ edge, of length $a$, along $y$. The $[100]$ edges are then
\begin{equation}
\mathbf a_A=a(\cos\delta,\sin\delta,0),\qquad \mathbf a_B=a(\cos\delta,-\sin\delta,0),
\end{equation}
and the rows along $[100]$ kink by $2\delta$ at the wall. The polarizations follow the cell diagonals:
\begin{equation}
\mathbf P_A\parallel(\cos\delta,\,1+\sin\delta,\,0),\qquad \mathbf P_B\parallel(\cos\delta,\,-1-\sin\delta,\,0).
\end{equation}
They are mirror images under $y\to-y$. Their normal components are equal, and the wall stays neutral at finite $\delta$.

The diagonal of a rhombus bisects its angle, so $\mathbf P_A$ makes $45^\circ-\delta/2$ with $+y$, and $\mathbf P_B$ makes the same angle with $-y$. The angle between them is $180^\circ-2(45^\circ-\delta/2)=90^\circ+\delta$. A ``90$^\circ$ wall'' is thus 90$^\circ$ in the parent axes and slightly more in the real crystal. A pure stretch turns the $[010]$ edge by $\delta/2$ in opposite senses in the two domains, so B must rotate by $\delta$ to meet A.

\subsection{What a neutral but misfitting plane costs}

Consider a stack of thin A and B layers in equal amounts, with one cubic stiffness $C$ and a mean strain that is free to adjust. Let $g_A$ and $g_B$ be the elastic strains, $m$ their mean and $h=g_A-g_B$. With $g_{A,B}=m\pm h/2$ the cross terms cancel, and the energy density is
\begin{equation}
W=\tfrac14\,(g_A{:}C{:}g_A+g_B{:}C{:}g_B)=\tfrac12\,m{:}C{:}m+\tfrac18\,h{:}C{:}h .
\end{equation}
The free mean strain sets $m=0$. Continuity fixes $h=\tfrac12(\mathbf a\otimes\mathbf n+\mathbf n\otimes\mathbf a)-\Delta e$, and minimizing over $\mathbf a$ gives zero traction, $(C{:}h)\cdot\mathbf n=0$.

The neutral planes contain $[010]$, so $\mathbf n=(\cos\theta,0,\sin\theta)$. Try $\mathbf a=\alpha\,\mathbf e_2$:
\begin{equation}
h=\mathbf e_2\otimes\mathbf w+\mathbf w\otimes\mathbf e_2,\qquad \mathbf w=\tfrac12\alpha\,\mathbf n-\delta\,\mathbf e_1 .
\end{equation}
This $h$ has 12 and 23 components alone, for which $C{:}h=2C_{44}h$. The traction is $2C_{44}(\mathbf w\cdot\mathbf n)\,\mathbf e_2$, and it vanishes for $\alpha=2\delta\cos\theta$. The energy is convex in $\mathbf a$, so this is the minimum. Then
\begin{equation}
\mathbf w=\delta(\cos\theta\,\mathbf n-\mathbf e_1)=\delta\sin\theta\,(-\sin\theta,0,\cos\theta).
\end{equation}
With $h{:}h=2|\mathbf w|^2$ we get $h{:}C{:}h=4C_{44}\delta^2\sin^2\theta$, and
\begin{equation}
W=\tfrac12C_{44}\,\delta^2\sin^2\theta .
\label{W}
\end{equation}
The stress in A is $C{:}h/2$, a shear stress of magnitude $C_{44}\delta\sin\theta$. At $\theta=0$ both elastic strains vanish, so $W=0$ there whatever the stiffnesses of the two domains. As $\delta\to0$ the elastic preference dies as $\delta^2$, and every plane containing $[010]$ becomes equally good in this model.

\subsection{Numbers}

Take round, illustrative parameters, with the polarization and shear close to those of orthorhombic potassium niobate near room temperature: $P_0=40~\mu$C/cm$^2$, $\delta=0.25^\circ=4.363$~mrad, $C_{11},C_{12},C_{44}=220,90,75$~GPa, relative permittivity $\varepsilon_r=500$, and domains 100~nm thick.

For the $(101)$ wall, $\theta=45^\circ$ and Eq.~(\ref{W}) gives
\begin{equation}
W=\tfrac14(75\times10^{9}~\mathrm{Pa})(4.363\times10^{-3})^2=0.36~\mathrm{J/cm^3},
\end{equation}
with a shear stress of $75~\mathrm{GPa}\times4.363\times10^{-3}\times0.707=231$~MPa. The misfit can be seen directly in the cells: the angle between $[010]$ and $[10\bar1]$, both in the wall plane, differs by $0.36^\circ$ between the domains. On $(100)$ the energy and the stress are zero, B is rotated by $0.25^\circ$, and the polarizations make $90.25^\circ$.

Now tilt the wall by $1^\circ$ from $(100)$. Towards $(001)$ it stays neutral, and Eq.~(\ref{W}) gives $217$~J/m$^3$. Towards $(010)$, with $\mathbf n=(\cos\varphi,\sin\varphi,0)$, there are two costs.

The first is elastic. The in-plane direction $\mathbf t=(-\sin\varphi,\cos\varphi,0)$ has $\mathbf t\cdot\Delta e\cdot\mathbf t=-\delta\sin2\varphi$, so to leading order $h_{22}=2\delta\varphi$ and $h_{33}=0$. Zero normal stress requires $C_{11}h_{11}+C_{12}(h_{22}+h_{33})=0$. Eliminating $h_{11}$ gives
\begin{equation}
\sigma_{22}=Mh_{22}+Nh_{33},\qquad M=C_{11}-\frac{C_{12}^2}{C_{11}},\qquad N=C_{12}-\frac{C_{12}^2}{C_{11}} .
\label{MN}
\end{equation}
Hence $W\simeq\tfrac18M(2\delta\varphi)^2=\tfrac12M\delta^2\varphi^2$. With $M=183$~GPa this is $531$~J/m$^3$.

The second is electrostatic. Equation~(\ref{charge}) gives $\sigma_b=56.57\times\sin1^\circ=0.99~\mu$C/cm$^2$. In a periodic stack without free charge, the normal displacement $\varepsilon_0\varepsilon_rE+P_n$ is the same in A and B. If the mean field is zero, $E_B=-E_A$, and
\begin{equation}
E_A=-\frac{\sigma_b}{2\varepsilon_0\varepsilon_r}.
\end{equation}
The magnitude is 0.011~MV/cm, or 0.11~V across a domain, and the energy $\tfrac12\varepsilon_0\varepsilon_rE^2$ is about $2750$~J/m$^3$. This field already exceeds the few kV/cm that switch bulk crystals of this kind, so the number measures the restoring force on the wall rather than a state that would persist unscreened. For these values, and without screening, charge resists this tilt about five times as strongly as strain does. The factor depends on the permittivity and stiffness chosen, and in potassium niobate itself it is much larger, as explained at the end.

The $(010)$ wall fits the lattice but carries $56.6~\mu$C/cm$^2$. The same formula would give 0.64~MV/cm and 6.4~V per domain, about twice a gap of roughly 3~eV expressed in volts. For any tilt the induced polarization is $(\varepsilon_r-1)/\varepsilon_r=0.998$ of $\sigma_b/2$. At $1^\circ$ that is 1.7\% of the normal component of the polarization, a small correction. On $(010)$ it is 0.998 of the whole normal component $P_0/\sqrt2$, and linear response about the spontaneous state has failed. For such a wall to persist with its full polarization, the charge must be compensated, which takes about $3.5\times10^{14}$ elementary charges per cm$^2$.

\subsection{What ``stress-free'' leaves out}

Inside the wall $P_2$ must change sign. Suppose that at the centre $P_2=0$ and $P_1$ keeps its value. The natural strains there are $e_{22}=e_{33}=\tfrac12Q_{12}P_0^2$, but the domains impose their own tangential strains. The elastic strains are the differences, $\tfrac12Q_{11}P_0^2=1.16\%$ along 22 and $\tfrac12Q_{12}P_0^2=-0.58\%$ along 33. These values come from pseudocubic edges of 0.404 and 0.397~nm and a cubic reference cell assumed to have the same volume. Equation~(\ref{MN}), with $N=53$~GPa, gives
\begin{equation}
\sigma_{22}\approx183(0.0116)-53(0.0058)\approx1.8~\mathrm{GPa},
\end{equation}
and $\sigma_{33}\approx-0.4$~GPa. Held at this centre value over a core 1~nm thick, the energy is about 12~mJ/m$^2$, an order-of-magnitude contribution to the wall energy. The stresses are no more certain than that. Changing the reference edge from the equal-volume 0.4017~nm to 0.400~nm gives $\sigma_{22}\approx2.3$~GPa, $\sigma_{33}\approx0$ and 16~mJ/m$^2$, and the softer anisotropic stiffness of potassium niobate roughly halves $\sigma_{22}$. If $P_1$ also varies in the core, local charges appear, but they sum to zero because $P_1$ is equal on both sides.

\subsection{Beside the real material}

The single permittivity is the poorest match to potassium niobate. The large permittivity of that crystal lies along $[001]$, whereas the field of a slightly tilted wall lies close to $[100]$, where $\varepsilon_r$ is roughly 100 or less. The tilt field and its energy both scale as $1/\varepsilon_r$, so without screening they would be at least five times the values above. The stiffness is anisotropic too, and $M$ for this tilt is only about half the value used. Charge then outweighs strain by a factor of at least some tens, not five. Mobile charge in a real crystal would lower it. The choice of $(100)$ depends on none of these values, but it does require that the domains can shear and rotate. A film held by a stiff substrate can break that assumption when it is thin compared with the width of its domains and the spontaneous shear has a part in the film plane (a film normal to $[100]$ or $[010]$ leaves this shear free). For a film normal to $[001]$ the shear is fully blocked, each domain carries a shear stress $C_{44}\delta=327$~MPa instead of zero, and strain compatibility between free domains no longer decides the wall plane by itself. The numerical output below lists the charge and elastic energy of each $\{100\}$ and $\{110\}$ plane.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough, round)
P0 = 40.0 uC/cm2
edges a = b = 0.404 nm, c = 0.397 nm
delta = 0.25 deg = 4.363 mrad
C11, C12, C44 = 220, 90, 75 GPa
relative permittivity = 500, gap = 3.0 eV
domain thickness = 100 nm, core = 1 nm
COMPATIBLE PLANES (neutral one first)
orthorhombic pair: (1 0 0) (0 1 0)
tetragonal pair:   (1 1 0) (1 -1 0)
PLANE: bound charge (uC/cm2), elastic energy W (J/cm3)
(1 0 0)       0.00   0.0000
(0 1 0)      56.57   0.0000
(0 0 1)       0.00   0.7139
(1 1 0)      40.00   0.4811
(1 -1 0)    -40.00   0.4811
(1 0 1)       0.00   0.3570
(1 0 -1)      0.00   0.3570
(0 1 1)      40.00   0.3570
(0 1 -1)     40.00   0.3570
smallest scaled W in orientation scan = 0.861
shear stress, (1 0 1) wall = 231 MPa
FINITE STRAIN, (1 0 0) WALL
rotation of domain B = 0.250 deg
kink of [100] rows = 0.500 deg
angle between polarizations = 90.250 deg
in-plane angle misfit on (1 0 1) = 0.357 deg
MISORIENTATION BY 1.0 deg FROM (1 0 0)
towards (0 0 1): elastic W = 217 J/m3
towards (0 1 0): elastic W = 531 J/m3
towards (0 1 0): field energy = 2752 J/m3
towards (0 1 0): charge = 0.987 uC/cm2
towards (0 1 0): field = 0.0112 MV/cm
towards (0 1 0): voltage per domain = 0.112 V
NEGLECTED EFFECTS
core elastic strains 22, 33 = 1.16, -0.58 %
core stresses 22, 33 = 1.82, -0.44 GPa
core elastic energy = 11.9 mJ/m2
shear stress if substrate blocks shear = 327 MPa
(0 1 0) wall, linear unscreened field = 0.64 MV/cm
(0 1 0) wall, voltage per domain = 6.4 V
(0 1 0) wall, voltage / gap = 2.1
induced P / normal P at (0 1 0) = 0.998
screening carriers at (0 1 0) = 3.53e+14 cm^-2
\end{verbatim}
